# Random adsorption of dimers on a chain with randomly blocked sites, part 1

(Sections cited here and not found follow in the second part.)

## First half: the coverage law

### 1. A factor of 48 from blocking nine sites in ten

A row of surface sites is exposed to a molecule that needs one site. If inhibitors have blocked 90% of the sites beforehand, the molecule can fill the remaining 10%, and its uptake is ten times smaller than on a clean row. Now let the molecule need two neighbouring sites. In the model below it covers 86.5% of a clean row when adsorption stops, but 1.81% of the inhibited row. The same inhibitor layer now suppresses the uptake by a factor of 48.

Two things need explaining. The clean row does not fill completely, although no inhibitor is present. And a row with 10% of its sites free ends with a coverage of 1.81%, not with 86.5% of 10%. Both numbers follow from

$$
\theta_J=q\left(1-e^{-2q}\right),
$$

where $q$ is the fraction of sites left free by the inhibitors and $\theta_J$ is the fraction of all sites finally covered by two-site molecules.

### 2. The model

The sites form an infinite chain. Before adsorption begins, each site is free with probability $q$ and blocked with probability $1-q$, independently of all other sites. An inhibitor blocks one site and stays there.

The adsorbing molecule is called a dimer because it occupies two adjacent sites. It need not consist of two identical parts. Dimers obey three rules:

- Every adjacent pair of sites that are both free receives a dimer at the same rate $k$. The probability of a landing during a short time $dt$ is $k\,dt$, whatever happened earlier.
- A landed dimer neither desorbs nor moves.
- A dimer cannot land on a pair of which one site is blocked or covered, and it does not displace an inhibitor.

This is random sequential adsorption with quenched, meaning fixed, blocking. I use the dimensionless time $\tau=kt$. The coverage $\theta(\tau)$ counts sites occupied by dimers and is relative to all sites, blocked ones included. Inhibitors do not count towards it. Since a dimer takes two sites, the number of dimers per site is $\theta/2$.

The surface is jammed when no free pair is left. Single free sites may remain, but no dimer fits on them.

### 3. Strings of free sites

Let $P_n(\tau)$ be the probability that $n$ given consecutive sites are all free at time $\tau$, that is, neither blocked nor covered. The sites beyond the two ends of the string may be in any state. Because blocking and landing are statistically the same everywhere on the infinite chain, $P_n$ does not depend on where the string lies. Independent blocking gives

$$
P_n(0)=q^n .
$$

The coverage follows from $P_1$. A fraction $q$ of the sites was free at the start. Each of these is now either still free or covered by a dimer, so

$$
\theta(\tau)=q-P_1(\tau).
$$

To find how $P_n$ changes, number the sites of the string $1,\dots,n$. The string can only be lost, never gained, because no site ever becomes free again. It is lost when a dimer lands on a pair that contains at least one of its sites. There are two kinds of such pairs.

Internal pairs lie wholly inside the string: $(1,2),(2,3),\dots,(n-1,n)$. There are $n-1$ of them. If the string is free, each internal pair is free and receives a dimer at unit rate in the time $\tau$. The loss rate from this source is $(n-1)P_n$.

The pairs $(0,1)$ and $(n,n+1)$ overlap the ends. A landing on $(0,1)$ destroys the free string only if site $0$ is free as well. The probability that sites $0,1,\dots,n$ are all free is $P_{n+1}$. The other end gives the same amount, so the two ends contribute $2P_{n+1}$.

Two landings within the same short interval $d\tau$ have a probability of order $d\tau^2$ and do not affect the rate. Therefore

$$
\frac{dP_n}{d\tau}=-(n-1)P_n-2P_{n+1},\qquad n\ge 1 .
$$

No assumption of independence between sites at later times has entered. The case $n=1$ can be checked by counting. It reads $dP_1/d\tau=-2P_2$, hence $d\theta/d\tau=2P_2$. There is one pair per site, a pair is free with probability $P_2$, and each landing covers two sites.

### 4. Solving the chain of equations

Each equation refers to the next longer string, so the chain never ends by itself. It can nevertheless be solved. The term $-(n-1)P_n$ alone would give the decay $e^{-(n-1)\tau}$, which suggests splitting off this factor:

$$
P_n(\tau)=e^{-(n-1)\tau}Q_n(\tau),\qquad Q_n(0)=P_n(0).
$$

The product rule gives

$$
\frac{dP_n}{d\tau}=-(n-1)P_n+e^{-(n-1)\tau}\frac{dQ_n}{d\tau}.
$$

On the right of the rate equation, $P_{n+1}=e^{-n\tau}Q_{n+1}$. The terms $-(n-1)P_n$ cancel, and multiplication by $e^{(n-1)\tau}$ leaves

$$
\frac{dQ_n}{d\tau}=-2e^{-\tau}Q_{n+1}.
$$

The factor $e^{-\tau}$ is absorbed by the new variable

$$
s=1-e^{-\tau},\qquad \frac{ds}{d\tau}=e^{-\tau},
$$

which runs from $0$ at the start to $1$ at infinite time. Dividing by $ds/d\tau$ gives

$$
\frac{dQ_n}{ds}=-2Q_{n+1}.
$$

Integration from $0$ to $s$ yields

$$
Q_n(s)=Q_n(0)-2\int_0^s Q_{n+1}(u)\,du .
$$

The same formula can be inserted for $Q_{n+1}$, then for $Q_{n+2}$, and so on. After $J$ integrations the result is

$$
Q_n(s)=\sum_{j=0}^{J-1}\frac{(-2s)^j}{j!}Q_{n+j}(0)+R_J,
$$

$$
R_J=(-2)^J\int_0^s\frac{(s-u)^{J-1}}{(J-1)!}\,Q_{n+J}(u)\,du .
$$

For $J=1$ this is the previous equation. To pass from $J$ to $J+1$, replace $Q_{n+J}(u)$ in $R_J$ by $Q_{n+J}(0)-2\int_0^u Q_{n+J+1}(w)\,dw$. The first part gives $(-2s)^J Q_{n+J}(0)/J!$, the next term of the sum. In the second part, exchange the order of integration. For fixed $w$, the variable $u$ runs from $w$ to $s$, and

$$
\int_w^s\frac{(s-u)^{J-1}}{(J-1)!}\,du=\frac{(s-w)^J}{J!}.
$$

This is the kernel of $R_{J+1}$, and the extra factor $-2$ completes its prefactor. The formula therefore holds for every $J$.

The remainder vanishes as $J$ grows. A probability is at most one, so at any time up to $\tau$ we have $0\le Q_{n+J}\le e^{(n+J-1)\tau}$. The integral of the kernel is $s^J/J!$. Hence

$$
|R_J|\le \frac{(2s)^J}{J!}e^{(n+J-1)\tau}
=e^{(n-1)\tau}\,\frac{(2se^{\tau})^J}{J!}\longrightarrow 0
$$

at fixed $\tau$, because the factorial outgrows any fixed power. The string probabilities are thus determined uniquely by their initial values:

$$
P_n(\tau)=e^{-(n-1)\tau}\sum_{j=0}^{\infty}\frac{(-2s)^j}{j!}P_{n+j}(0).
$$

This series holds for any translationally invariant initial blocking. Independence has not yet been used.

### 5. Independent blocking

Now insert $P_{n+j}(0)=q^{n+j}$. The factor $q^n$ comes out of the sum, and the rest is an exponential series:

$$
P_n(\tau)=q^n e^{-(n-1)\tau}\sum_{j=0}^\infty\frac{(-2qs)^j}{j!}
=q^n e^{-(n-1)\tau}e^{-2qs}.
$$

For $n=1$ this is $P_1=q\,e^{-2qs}$. With $\theta=q-P_1$,

$$
\theta(\tau)=q\left\{1-\exp\left[-2q\left(1-e^{-\tau}\right)\right]\right\}.
$$

As $\tau\to\infty$, $s\to1$ and

$$
\theta_J=q\left(1-e^{-2q}\right).
$$

The final state is indeed jammed, since $P_2=q^2e^{-\tau}e^{-2qs}$ tends to zero.

The exponent has a direct meaning. Given that a site is free at time $\tau$, its right neighbour is also free with probability

$$
\frac{P_2}{P_1}=q\,e^{-\tau}.
$$

A free site has two neighbours, so it is covered at the rate $2qe^{-\tau}$. The integral of this rate over all time is $2q$, and $e^{-2q}$ is the probability that an initially free site stays free for ever. The first factor $q$ in $\theta_J$ is the chance that the site was free at the start. The $q$ in the exponent is the chance that a given neighbour was free at the start, and the 2 counts the two neighbours.

The ratio is this simple because strings of one and of two sites each have two ends. The factor $e^{-2qs}$ describes the effect of the surroundings at these ends and cancels. What remains is the condition that the neighbour was not blocked, $q$, and that no dimer has landed on the pair itself, $e^{-\tau}$.

The time law can be tested without the string equations. On a closed ring of 12 sites there are $2^{12}$ patterns of free and unavailable sites, and the probabilities of all of them can be evolved numerically from the landing rule. For $q=0.7$ and $\tau=0.8$ this gives a coverage of 0.37619519, and the formula for the infinite chain gives the same eight decimals. A ring is not an infinite chain, but its equations for strings of up to 11 sites are the same. The difference in $P_1$ therefore first appears at order $s^{12}$, where the scale $(2qs)^{12}/12!$ is about $10^{-10}$. The leading term carries the further factor $(2q-1)/2=0.2$, and the actual difference is of order $10^{-11}$.

### 6. Limits and approach to jamming

For few free sites, expand $1-e^{-2q}=2q-2q^2+\tfrac43q^3-\dots$, which gives

$$
\theta_J=2q^2-2q^3+\tfrac43q^4-\dots
$$

The leading term counts free pairs: there are $q^2$ per site, and each takes a dimer that covers two sites. The next term corrects for groups of three free sites, which contain two pairs but hold one dimer. There are $q^3$ such groups per site to leading order, each loses one dimer relative to the pair count, and each dimer covers two sites. This is the term $-2q^3$.

For $q=0.10$ the leading estimate is 0.0200 and the full result is 0.0181. The quadratic law explains why one-site and two-site molecules respond so differently to the same inhibitor.

For $q=1$ there is no inhibitor, and $\theta_J=1-e^{-2}=0.865$. The missing 13.5% are single sites caught between dimers that landed at random and cannot move.

Near the end of the process the shortfall is

$$
\theta_J-\theta(\tau)=q e^{-2q}\left(e^{2qe^{-\tau}}-1\right)\simeq 2q^2e^{-2q}e^{-\tau}.
$$

The approximation uses $e^x-1\simeq x$ for small $x$. The approach is exponential with rate $k$, because each remaining free pair must wait for its own landing.

### 7. Where the vacancies come from

At jamming the free sites make up a fraction $q-\theta_J=qe^{-2q}$ of the chain. Some never had a chance. A site that was free between two blocked neighbours occurs with probability $q(1-q)^2$. The others were stranded by the random placement of dimers:

$$
v_{\rm str}=qe^{-2q}-q(1-q)^2 .
$$

This is not negative, since $e^{-q}\ge1-q$. For small $q$ the bracket in $q[e^{-2q}-(1-q)^2]$ starts with $2q^2-q^2=q^2$, so $v_{\rm str}\simeq q^3$: each group of three free sites strands one.

For $q=0.10$ the vacancies amount to 0.0819 of all sites. Of these, 0.0810 were isolated from the beginning and 0.0009 were stranded. On a strongly inhibited chain the inhibitors themselves, not the disorder of the dimers, leave almost all the vacancies. On a clean chain every vacancy is stranded.

## Second half: a second route, correlated blocking and a surface example

### 8. Symbols and results carried over

Each site of the chain is free with probability $q$ before dimers arrive. Dimers land irreversibly on adjacent free pairs, each at rate $k$, and $\tau=kt$. The coverage $\theta$ is the fraction of all sites covered by dimers. $P_n$ is the probability that $n$ given consecutive sites are free, and $s=1-e^{-\tau}$. For any translationally invariant initial blocking,

$$
P_1(\tau)=\sum_{j=0}^{\infty}\frac{(-2s)^j}{j!}P_{j+1}(0),\qquad \theta=q-P_1 .
$$

For independent blocking, $P_n(0)=q^n$ and the jamming coverage is $\theta_J=q(1-e^{-2q})$.

### 9. The same law from separate runs

Blocked sites cut the chain into runs of free sites, and dimers in one run do not affect another. The jamming coverage can therefore be found by filling each run separately.

Let $m_L$ be the mean number of dimers in a jammed run of $L$ sites. Clearly $m_0=m_1=0$. For $L\ge2$ the first dimer lands with equal probability on any of the $L-1$ pairs. If it leaves $j$ free sites on its left, it leaves $L-2-j$ on its right, and the two parts then fill independently. The two parts contribute equally to the average, so

$$
m_L=1+\frac{2}{L-1}\sum_{j=0}^{L-2}m_j .
$$

For example, $m_2=m_3=1$ and $m_4=1+\tfrac23=\tfrac53$.

To sum over all runs, define $M(x)=\sum_L m_Lx^L$ for $0\le x<1$. Multiply the recursion by $(L-1)x^L$ and add over $L\ge2$. The left side becomes $xM'-M$. On the right, $\sum_{L\ge2}(L-1)x^L=x^2/(1-x)^2$. In the double sum, a given $m_j$ occurs for every $L\ge j+2$ and is multiplied by $x^{j+2}/(1-x)$. Thus

$$
xM'-M=\frac{x^2}{(1-x)^2}+\frac{2x^2}{1-x}M .
$$

Put $M=xF$. Then $xM'-M=x^2F'$, and division by $x^2$ gives

$$
F'=\frac{1}{(1-x)^2}+\frac{2x}{1-x}F .
$$

Since $2x/(1-x)=-2+2/(1-x)$, the equation without its first term is solved by $e^{-2x}/(1-x)^2$. Write $F=G\,e^{-2x}/(1-x)^2$. The terms with $G$ undifferentiated cancel, leaving $G'=e^{2x}$. The value $F(0)=m_1=0$ fixes $G=(e^{2x}-1)/2$, and so

$$
M(x)=\frac{x\left(1-e^{-2x}\right)}{2(1-x)^2}.
$$

A run of length $L$ needs a blocked site, $L$ free sites and another blocked site. The number of such runs per site is $(1-q)^2q^L$. Each dimer covers two sites, hence

$$
\theta_J=2(1-q)^2M(q)=q\left(1-e^{-2q}\right).
$$

This derivation uses no differential equation in time. Direct numerical evaluation of the recursion and the sum over runs agrees with the formula to within $10^{-11}$ for $q=0.05$, 0.1, 0.3, 0.6 and 0.9. A simulated random deposition on a thousand rows of a thousand sites, with $q=0.6$, gives 0.4202 against 0.4193 from the formula. The random number of free sites alone makes the free fraction fluctuate by $\sqrt{0.6\times0.4/10^6}\approx0.0005$, so a difference of 0.0009 is no surprise.

For independently blocked sites, the jamming coverage $\theta_J=q(1-e^{-2q})$ has now been derived in two ways, from the string equations in time and from filling separate runs. What remains is to treat correlated inhibitors, better packing and a three-site footprint, and to apply the law to a surface example and examine the effects it leaves out.
